# Why spin-orbit coupling added after scalar GW misdescribes inverted gaps: verification in Python

```python
"""
Result under test: spin-orbit coupling (SOC) added after a scalar GW step
misses the change of orbital character that SOC produces.

Orbitals a (even) and b (odd), each with two spins, wave number k on a line:
  scalar part   (M + B k^2) tau_z + A k tau_y
  SOC part      -lam tau_z + R k tau_x sigma_x
  self-energy   mean + delta tau_z  (fixed, follows orbital character)
Three treatments:
  ref     all three operators diagonalized together
  matrix  SOC matrix added to diagonal scalar GW energies in scalar states
  energy  SOC shifts of Kohn-Sham bands added to scalar GW energies
With E half the direct gap, n and m the unit vectors of the scalar and the
scalar+SOC Hamiltonians, and sin2 = 1 - n_z^2, the claims are
  E_matrix^2 = E_ref^2 + delta (2 lam - delta) sin2
  d(gap)/d(delta) at delta=0:  ref 2 m_z, energy 2 n_z, matrix 2 n_z (n.m)
Energies in eV, k in 1/angstrom.
"""
import numpy as np
from scipy.optimize import minimize_scalar

I2 = np.eye(2)
TX = np.array([[0, 1], [1, 0]], dtype=complex)
TY = np.array([[0, -1j], [1j, 0]])
TZ = np.diag([1.0, -1.0]).astype(complex)

SHIFT_A, SHIFT_B = 0.10, -0.06
MEAN = 0.5 * (SHIFT_A + SHIFT_B)
BASE = dict(M=0.10, B=20.0, A=1.0, R=0.5, lam=0.30,
            delta=0.5 * (SHIFT_A - SHIFT_B))


def upper_weight(vectors):
    """Weight of orbital a in the upper Kramers pair."""
    return 0.5 * np.sum(abs(vectors[:2, 2:]) ** 2)


def solve(k, p):
    """Direct gaps and orbital weights by explicit diagonalization."""
    h = (p["M"] + p["B"] * k**2) * TZ + p["A"] * k * TY
    sigma = MEAN * I2 + p["delta"] * TZ
    soc = -p["lam"] * np.kron(TZ, I2) + p["R"] * k * np.kron(TX, TX)
    e, u = np.linalg.eigh(h)
    sigma_band = u.conj().T @ sigma @ u
    qp = e + np.diag(sigma_band).real
    e_so, v_so = np.linalg.eigh(np.kron(h, I2) + soc)
    e_ref, v_ref = np.linalg.eigh(np.kron(h + sigma, I2) + soc)
    big_u = np.kron(u, I2)
    h_mat = np.diag(np.repeat(qp, 2)) + big_u.conj().T @ soc @ big_u
    e_mat, v_mat = np.linalg.eigh(h_mat)
    e_en = np.repeat(qp, 2) + e_so - np.repeat(e, 2)
    return dict(scalar=e[1] - e[0], scalar_gw=qp[1] - qp[0],
                ks_so=e_so[2] - e_so[1], ref=e_ref[2] - e_ref[1],
                matrix=e_mat[2] - e_mat[1], energy=e_en[2] - e_en[1],
                w_scalar=abs(u[0, 1]) ** 2, w_so=upper_weight(v_so),
                w_ref=upper_weight(v_ref),
                w_matrix=upper_weight(big_u @ v_mat),
                offdiag=abs(sigma_band[0, 1]))


def directions(k, p):
    """Unit vectors n, m and the length of the scalar+SOC vector."""
    d0 = np.array([p["M"] + p["B"] * k**2, p["A"] * k, 0.0])
    d1 = d0 + np.array([-p["lam"], 0.0, p["R"] * k])
    length = np.linalg.norm(d1)
    return d0 / np.linalg.norm(d0), d1 / length, length


def minimum_gap(key, p):
    """Smallest direct gap on 0 <= k <= 0.3 and its position."""
    grid = np.linspace(0.0, 0.3, 301)
    values = [solve(k, p)[key] for k in grid]
    i = int(np.argmin(values))
    lo, hi = grid[max(i - 1, 0)], grid[min(i + 1, 300)]
    r = minimize_scalar(lambda k: solve(k, p)[key], bounds=(lo, hi),
                        method="bounded", options=dict(xatol=1e-9))
    return (r.fun, r.x) if r.fun < values[i] else (values[i], grid[i])


# Closed formulas against diagonalization, random parameters of either order
rng = np.random.default_rng(7)
for _ in range(200):
    p = dict(M=rng.uniform(-0.3, 0.3), B=rng.uniform(5, 30),
             A=rng.uniform(0.5, 2), R=rng.uniform(0.2, 1),
             lam=rng.uniform(0, 0.5), delta=rng.uniform(0, 0.4))
    k = rng.uniform(0.03, 0.2)
    r = solve(k, p)
    n, m, length = directions(k, p)
    sin2 = 1 - n[0] ** 2
    excess = p["delta"] * (2 * p["lam"] - p["delta"]) * sin2
    assert abs((r["matrix"]**2 - r["ref"]**2) / 4 - excess) < 1e-11
    assert abs(r["energy"] - 2 * (length + p["delta"] * n[0])) < 1e-11
    assert abs(r["offdiag"] - p["delta"] * np.sqrt(sin2)) < 1e-11
    step = 1e-5
    plus, minus = (solve(k, dict(p, delta=x)) for x in (step, -step))
    slope = {q: (plus[q] - minus[q]) / (2 * step)
             for q in ("ref", "matrix", "energy")}
    assert abs(slope["ref"] - 2 * m[0]) < 1e-6
    assert abs(slope["energy"] - 2 * n[0]) < 1e-6
    assert abs(slope["matrix"] - 2 * n[0] * (n @ m)) < 1e-6
    gap_error = slope["matrix"] - slope["ref"]
    assert abs(gap_error - 2 * p["lam"] * sin2 / length) < 1e-6

# Behaviour at k = 0 when SOC causes the inversion
gamma = solve(0.0, BASE)
inversion = BASE["lam"] - BASE["M"]
for delta in (0.05, 0.08, 0.19, 0.25, 0.35):
    r = solve(0.0, dict(BASE, delta=delta))
    assert abs(r["energy"] - r["ref"] - 4 * min(delta, inversion)) < 1e-12
    assert abs(r["matrix"] - r["ref"]) < 1e-12
    assert (r["w_ref"] > 0.5) == (delta > inversion)
    assert abs(r["w_matrix"] - r["w_ref"]) < 1e-12
closing = minimize_scalar(lambda x: solve(0.0, dict(BASE, delta=x))["ref"],
                          bounds=(0, 0.5), method="bounded",
                          options=dict(xatol=1e-9))
assert abs(closing.x - inversion) < 1e-6 and closing.fun < 1e-5

# Region where the character, hence the sign of the correction, is reversed
k_inv = np.sqrt(inversion / BASE["B"])
for k in np.linspace(0.0, 0.2, 42):
    r = solve(k, BASE)
    assert r["w_scalar"] > 0.5
    assert (r["w_so"] < 0.5) == (k < k_inv)

# Controls that remove one cause at a time
no_hyb = dict(BASE, A=0.0)
for k in np.linspace(0.0, 0.2, 41):
    r = solve(k, no_hyb)
    assert abs(r["matrix"] - r["ref"]) < 1e-12
pre_inverted = dict(BASE, M=-0.10, lam=0.10)
pre = solve(0.0, pre_inverted)
assert abs(pre["energy"] - pre["ref"]) < 1e-12
weak = dict(BASE, lam=BASE["lam"] / 30, R=BASE["R"] / 30)

keys = ("ks_so", "ref", "matrix", "energy")
minima = {q: minimum_gap(q, BASE) for q in keys}
weak_min = {q: minimum_gap(q, weak)[0] for q in keys}
assert minima["matrix"][0] > minima["ref"][0] + 0.01
assert minima["energy"][0] > minima["ref"][0] + 0.01
for q in ("matrix", "energy"):
    assert abs(weak_min[q] - weak_min["ref"]) < 0.005

print("INPUT: M = %.2f eV, B = %.1f eV A^2, A = %.2f eV A"
      % (BASE["M"], BASE["B"], BASE["A"]))
print("INPUT: R = %.2f eV A, lambda = %.2f eV" % (BASE["R"], BASE["lam"]))
print("INPUT: delta_a = %.2f eV, delta_b = %.2f eV" % (SHIFT_A, SHIFT_B))
print("delta = %.3f eV, mean shift = %.3f eV" % (BASE["delta"], MEAN))
print("Gaps at k=0 in eV:")
for q in ("scalar", "scalar_gw") + keys:
    print("  %-10s %.4f" % (q, gamma[q]))
print("a-weight of upper state at k=0: scalar %.3f, KS+SOC %.3f, ref %.3f"
      % (gamma["w_scalar"], gamma["w_so"], gamma["w_ref"]))
print("Character reversed by SOC for k below %.4f 1/A" % k_inv)
print("Direct gaps in eV; a-weights of upper scalar and KS+SOC states:")
print("  k(1/A)  KS+SOC  ref     matrix  energy  w_scal  w_SOC")
for k in (0.0, 0.04, 0.08, 0.12, 0.16):
    r = solve(k, BASE)
    print("  %.2f    " % k + "  ".join("%.4f" % r[q] for q in
          keys + ("w_scalar", "w_so")))
print("Minimum gaps and positions:")
for q in keys:
    print("  %-8s %.4f eV at k = %.4f 1/A" % ((q,) + minima[q]))
for q in ("matrix", "energy"):
    err = minima[q][0] - minima["ref"][0]
    print("Minimum-gap error, %s: %.1f meV = %.1f percent"
          % (q, 1000 * err, 100 * err / minima["ref"][0]))

k_ref = minima["ref"][1]
r = solve(k_ref, BASE)
n, m, length = directions(k_ref, BASE)
sin2 = 1 - n[0] ** 2
print("At the reference minimum, k = %.4f 1/A:" % k_ref)
print("  n_z = %.4f, m_z = %.4f, sin^2(theta) = %.4f" % (n[0], m[0], sin2))
print("  dropped off-diagonal self-energy = %.4f eV" % r["offdiag"])
print("  half-gaps: ref %.5f eV, matrix %.5f eV"
      % (r["ref"] / 2, r["matrix"] / 2))
print("  difference of squared half-gaps = %.6f eV^2"
      % ((r["matrix"] ** 2 - r["ref"] ** 2) / 4))
print("  matrix gap error: full %.4f eV, first order %.4f eV"
      % (r["matrix"] - r["ref"], 2 * BASE["delta"] * BASE["lam"]
         * sin2 / length))
print("Reference gap at k=0 closes at delta = %.4f eV" % closing.x)
large = solve(0.0, dict(BASE, delta=0.25))
print("delta = 0.25 eV, k=0: ref %.4f, matrix %.4f, energy %.4f eV"
      % (large["ref"], large["matrix"], large["energy"]))
print("  a-weight of upper state: KS+SOC %.3f, ref %.3f"
      % (large["w_so"], large["w_ref"]))
r = solve(0.08, no_hyb)
print("Control A=0, k=0.08 1/A: ref %.4f, matrix %.4f, energy %.4f eV"
      % (r["ref"], r["matrix"], r["energy"]))
print("Control scalar-inverted, M = %.2f eV, lambda = %.2f eV, k=0:"
      % (pre_inverted["M"], pre_inverted["lam"]))
print("  scalar %.4f, scalar GW %.4f, ref %.4f, energy %.4f eV"
      % (pre["scalar"], pre["scalar_gw"], pre["ref"], pre["energy"]))
print("Control weak SOC, lambda = %.4f eV, R = %.4f eV A, minimum gaps:"
      % (weak["lam"], weak["R"]))
print("  ref %.4f, matrix %.4f, energy %.4f eV"
      % (weak_min["ref"], weak_min["matrix"], weak_min["energy"]))
print("no test failed")
```

Output:

```
INPUT: M = 0.10 eV, B = 20.0 eV A^2, A = 1.00 eV A
INPUT: R = 0.50 eV A, lambda = 0.30 eV
INPUT: delta_a = 0.10 eV, delta_b = -0.06 eV
delta = 0.080 eV, mean shift = 0.020 eV
Gaps at k=0 in eV:
  scalar     0.2000
  scalar_gw  0.3600
  ks_so      0.4000
  ref        0.2400
  matrix     0.2400
  energy     0.5600
a-weight of upper state at k=0: scalar 1.000, KS+SOC 0.000, ref 0.000
Character reversed by SOC for k below 0.1000 1/A
Direct gaps in eV; a-weights of upper scalar and KS+SOC states:
  k(1/A)  KS+SOC  ref     matrix  energy  w_scal  w_SOC
  0.00    0.4000  0.2400  0.2400  0.5600  1.0000  0.0000
  0.04    0.3477  0.1974  0.2302  0.5008  0.9785  0.0168
  0.08    0.2296  0.1796  0.2247  0.3806  0.9718  0.1865
  0.12    0.3209  0.4300  0.4466  0.4738  0.9777  0.7742
  0.16    0.7193  0.8618  0.8679  0.8741  0.9837  0.9338
Minimum gaps and positions:
  ks_so    0.2147 eV at k = 0.0919 1/A
  ref      0.1615 eV at k = 0.0666 1/A
  matrix   0.2110 eV at k = 0.0660 1/A
  energy   0.3661 eV at k = 0.0917 1/A
Minimum-gap error, matrix: 49.5 meV = 30.6 percent
Minimum-gap error, energy: 204.6 meV = 126.6 percent
At the reference minimum, k = 0.0666 1/A:
  n_z = 0.9430, m_z = -0.8310, sin^2(theta) = 0.1108
  dropped off-diagonal self-energy = 0.0266 eV
  half-gaps: ref 0.08077 eV, matrix 0.10550 eV
  difference of squared half-gaps = 0.004608 eV^2
  matrix gap error: full 0.0495 eV, first order 0.0397 eV
Reference gap at k=0 closes at delta = 0.2000 eV
delta = 0.25 eV, k=0: ref 0.1000, matrix 0.1000, energy 0.9000 eV
  a-weight of upper state: KS+SOC 0.000, ref 1.000
Control A=0, k=0.08 1/A: ref 0.0816, matrix 0.0816, energy 0.3247 eV
Control scalar-inverted, M = -0.10 eV, lambda = 0.10 eV, k=0:
  scalar 0.2000, scalar GW 0.0400, ref 0.2400, energy 0.2400 eV
Control weak SOC, lambda = 0.0100 eV, R = 0.0167 eV A, minimum gaps:
  ref 0.3400, matrix 0.3400, energy 0.3400 eV
no test failed
```
